# Silylene–hydrogen insertion rate from silane decomposition by detailed balance: verification in Python

```python
"""
Result under test, for SiH4 (+M) <=> SiH2 + H2 (+M):
    k_ins(T,[M]) = k_dec(T,[M]) / K_c(T),   K_c = K0 * p0 / (kB*T)
k_dec: silane decomposition rate constant (1/s)
k_ins: silylene-hydrogen insertion rate constant (cm3/s)
K0: dimensionless equilibrium constant for standard pressure p0
K_c: equilibrium constant in molecules per cm3; [M]: bath density.
The direct insertion rate uses capture and survival, never K_c.
Molecular data are round model values in the rough range of silane.
Energies are in cm^-1 unless a name or label says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm, lu_factor, lu_solve
from scipy.optimize import minimize_scalar

KB = const.k / (const.h * const.c * 100.0)          # cm^-1 per K
EV = const.h * const.c * 100.0 / const.e            # eV per cm^-1
TORR, BAR, ATM = const.torr, const.bar, const.atm   # Pa

# mass (u), vibrations, rotational constants, symmetry number, energy
SILYLENE = (30.10, [2000, 2000, 1000], [8.0, 7.0, 3.7], 2, 19400.0)
HYDROGEN = (2.016, [4200], [60.0], 2, 0.0)
SILANE = (32.116, [2200] * 4 + [1000] * 2 + [900] * 3, [2.9] * 3, 12, 0.0)
SADDLE = (32.116, [2000, 2000, 1000, 2500, 300, 400, 500, 600],
          [3.0, 2.0, 2.0], 1, 19800.0)

GRAIN, N_GRAINS = 100.0, 400
STEP = 300.0              # decay energy of downward collision steps
Z_DOWN = 3.0e-10          # deactivating collision rate constant, cm3/s
ENERGY = (np.arange(N_GRAINS) + 0.5) * GRAIN


def density(pressure_pa, temp):
    """Ideal-gas number density in cm^-3."""
    return pressure_pa / (const.k * temp) * 1e-6


def q_translation(mass_u, temp):
    """Translational partition function per cm3."""
    mass = mass_u * const.atomic_mass
    return (2 * np.pi * mass * const.k * temp / const.h**2) ** 1.5 * 1e-6


def q_rotation(molecule, temp):
    rot, sigma = molecule[2], molecule[3]
    kt = KB * temp
    if len(rot) == 1:
        return kt / (rot[0] * sigma)
    return np.sqrt(np.pi * kt**3 / np.prod(rot)) / sigma


def q_total(molecule, temp):
    """Partition function per cm3, measured from the ground level."""
    x = np.array(molecule[1]) / (KB * temp)
    return (q_translation(molecule[0], temp) * q_rotation(molecule, temp)
            / np.prod(1 - np.exp(-x)))


def thermo(molecule, temp, p0):
    """Internal energy (cm^-1), enthalpy (cm^-1), entropy (kB) at p0."""
    kt = KB * temp
    x = np.array(molecule[1]) / kt
    rot_energy = 1.0 if len(molecule[2]) == 1 else 1.5
    quanta = x / np.expm1(x)
    u = molecule[4] + kt * (1.5 + rot_energy + quanta.sum())
    s = (np.log(q_translation(molecule[0], temp) / density(p0, temp)) + 2.5
         + np.log(q_rotation(molecule, temp)) + rot_energy
         + (quanta - np.log(1 - np.exp(-x))).sum())
    return np.array([u, u + kt, s])


def reaction_thermo(temp, p0):
    return (thermo(SILYLENE, temp, p0) + thermo(HYDROGEN, temp, p0)
            - thermo(SILANE, temp, p0))


def k_standard(temp, p0):
    _, dh, ds = reaction_thermo(temp, p0)
    return np.exp(-dh / (KB * temp) + ds)


def k_conc(temp, p0=BAR):
    return k_standard(temp, p0) * density(p0, temp)


def count_states(molecule):
    """States per energy grain: classical rotor plus harmonic vibrations."""
    edges = np.arange(N_GRAINS + 1) * GRAIN
    rotor = 4 / 3 * np.sqrt(edges**3 / np.prod(molecule[2])) / molecule[3]
    states = np.diff(rotor)
    for frequency in molecule[1]:
        shift = int(round(frequency / GRAIN))
        for i in range(shift, N_GRAINS):
            states[i] += states[i - shift]
    return states


WELL_STATES = count_states(SILANE)
SADDLE_STATES = count_states(SADDLE)
OFFSET = int(round(SADDLE[4] / GRAIN))
OPEN_STATES = np.zeros(N_GRAINS)
OPEN_STATES[OFFSET:] = (np.cumsum(SADDLE_STATES)
                        - SADDLE_STATES / 2)[:N_GRAINS - OFFSET]
K_ENERGY = const.c * 100 * GRAIN * OPEN_STATES / WELL_STATES   # 1/s


def boltzmann(temp):
    weight = WELL_STATES * np.exp(-ENERGY / (KB * temp))
    return weight / weight.sum()


def loss_matrix(temp, bath):
    """Collisions that obey detailed balance at temp, plus dissociation."""
    f = boltzmann(temp)
    gap = ENERGY[None, :] - ENERGY[:, None]
    down = np.triu(np.exp(-gap / STEP), 1)
    down *= Z_DOWN * bath * np.expm1(GRAIN / STEP)
    up = (down * f[None, :] / f[:, None]).T
    rates = down + up
    return np.diag(rates.sum(axis=0) + K_ENERGY) - rates


def decomposition(temp, bath):
    """Slowest decay rate and the slow-mode correction to the relation."""
    f = boltzmann(temp)
    factors = lu_factor(loss_matrix(temp, bath))
    x = f.copy()
    for _ in range(6):
        y = lu_solve(factors, x)
        rate = x.sum() / y.sum()
        x = y / y.sum()
    u = x / f
    correction = (f * (u - 1) ** 2).sum() / (f * u**2).sum()
    return rate, correction


def capture(temp):
    """Transition-state capture rate constant from the SiH2 + H2 side."""
    barrier = SADDLE[4] - SILYLENE[4] - HYDROGEN[4]
    return (const.k * temp / const.h * q_total(SADDLE, temp)
            / (q_total(SILYLENE, temp) * q_total(HYDROGEN, temp))
            * np.exp(-barrier / (KB * temp)))


def direct_insertion(temp, bath, internal_temp=None):
    """Capture rate times fraction of newborn silane that survives."""
    newborn = OPEN_STATES * np.exp(-ENERGY / (KB * temp))
    newborn /= newborn.sum()
    matrix = loss_matrix(internal_temp or temp, bath)
    time = 1000 / (Z_DOWN * bath)      # long for relaxation, short for decay
    survival = (expm(-matrix * time) @ newborn).sum()
    return capture(temp) * survival, survival


T, P = 900.0, 1.0
M = density(P * TORR, T)
KT_EV = KB * T * EV

# Thermodynamic functions against the partition-function ratio.
kc = k_conc(T)
kc_partition = (q_total(SILYLENE, T) * q_total(HYDROGEN, T)
                / q_total(SILANE, T) * np.exp(-SILYLENE[4] / (KB * T)))
assert abs(kc / kc_partition - 1) < 1e-9
for p0 in (BAR, ATM, TORR):
    assert abs(k_conc(T, p0) / kc_partition - 1) < 1e-9

# Main relation; 1 percent allows for the finite energy grain.
rows = []
for temp, torr in ((900, 1), (900, 100), (900, 1e4), (800, 1), (1000, 1)):
    bath = density(torr * TORR, temp)
    kd, corr = decomposition(temp, bath)
    ki, surv = direct_insertion(temp, bath)
    derived = kd / k_conc(temp)
    assert abs(derived / ki - 1) < 0.01
    rows.append((temp, torr, kd, k_conc(temp), derived, ki, surv, corr))
k_dec, k_ins, k_direct, survival, correction = (
    rows[0][2], rows[0][4], rows[0][5], rows[0][6], rows[0][7])
assert 0 <= correction < 1e-3

# Equilibrium composition by free-energy minimization at fixed volume.
silane_start = density(0.1 * TORR, T)


def helmholtz(log_extent, p0):
    """Free energy per initial silane molecule, in kB*T."""
    extent = np.exp(log_extent)
    _, dh, ds = reaction_thermo(T, p0)
    amounts = np.array([1 - extent, extent, extent])
    standard = np.array([0.0, dh / (KB * T) - ds, 0.0])
    logs = np.log(amounts * silane_start / density(p0, T))
    return (amounts * (standard + logs - 1)).sum()


extents = []
for p0 in (BAR, ATM):
    found = minimize_scalar(helmholtz, bounds=(-12, -0.1), args=(p0,),
                            method="bounded", options={"xatol": 1e-10})
    extents.append(np.exp(found.x))
extent = extents[0]
assert abs(extents[1] / extent - 1) < 1e-4
assert abs(silane_start * extent**2 / (1 - extent) / kc - 1) < 1e-4
flux_dec = k_dec * silane_start * (1 - extent)
flux_ins = k_direct * (silane_start * extent) ** 2
assert abs(flux_dec / flux_ins - 1) < 0.01

# Activation energies at fixed bath density.
DT = 10.0
to_ev = KB * T**2 * EV / (2 * DT)
e_dec = to_ev * np.log(decomposition(T + DT, M)[0]
                       / decomposition(T - DT, M)[0])
e_ins_direct = to_ev * np.log(direct_insertion(T + DT, M)[0]
                              / direct_insertion(T - DT, M)[0])
du, dh, ds = reaction_thermo(T, BAR)
e_ins = e_dec - du * EV
assert abs(e_ins - e_ins_direct) < 0.003

# The relation must fail if internal energy has another temperature.
T_HOT = 1000.0
hot_ratio = (decomposition(T_HOT, M)[0] / kc
             / direct_insertion(T, M, T_HOT)[0])
assert hot_ratio > 2

# High-pressure limit, and sizes of effects left out of the model.
k_dec_high = (K_ENERGY * boltzmann(T)).sum()
assert abs(k_dec_high / kc / capture(T) - 1) < 0.01
J = np.arange(40)
spin = np.where(J % 2 == 0, 0.25, 0.75)
h2_sum = (spin * (2 * J + 1)
          * np.exp(-HYDROGEN[2][0] * J * (J + 1) / (KB * T))).sum()
h2_ratio = h2_sum / q_rotation(HYDROGEN, T)
ANHARMONIC = 0.01
n = np.arange(21)
anharmonic_ratio = 1.0
for nu in SILANE[1]:
    levels = nu * (n - ANHARMONIC * n * (n - 1))
    anharmonic_ratio *= (np.exp(-levels / (KB * T)).sum()
                         * (1 - np.exp(-nu / (KB * T))))
ENERGY_ERROR, TRIPLET_GAP, IMAGINARY = 0.05, 0.9, 500.0
h2_density = density(0.1 * TORR, T)

print(f"temperature {T:.0f} K; total pressure {P:.0f} Torr")
for name, mol in (("SiH4", SILANE), ("SiH2", SILYLENE),
                  ("H2", HYDROGEN), ("saddle", SADDLE)):
    print(f"{name}: mass {mol[0]} u, symmetry number {mol[3]}")
    print(f"  vibrations {mol[1]} cm^-1")
    print(f"  rotational constants {mol[2]} cm^-1")
print(f"reaction energy at 0 K {SILYLENE[4] * EV:.3f} eV")
print(f"insertion barrier {(SADDLE[4] - SILYLENE[4]) * EV:.3f} eV")
print(f"grain {GRAIN:.0f} cm^-1; grid top {GRAIN * N_GRAINS:.0f} cm^-1")
print(f"downward-step decay energy {STEP:.0f} cm^-1")
print(f"deactivating collision constant {Z_DOWN:.1e} cm3/s")
print(f"bath density {M:.4e} cm^-3; kB*T {KT_EV:.5f} eV")
print(f"reaction enthalpy {dh * EV:.4f} eV; energy {du * EV:.4f} eV")
print(f"reaction entropy at 1 bar {ds:.4f} kB")
print(f"reaction Gibbs energy at 1 bar {(dh - KB * T * ds) * EV:.4f} eV")
for name, p0 in (("bar", BAR), ("atm", ATM), ("Torr", TORR)):
    print(f"p0 = 1 {name}: K0 {k_standard(T, p0):.5e} (no unit), "
          f"p0/(kB*T) {density(p0, T):.5e} cm^-3")
print(f"K_c {kc:.5e} cm^-3")
print(f"k_dec {k_dec:.4e} 1/s; derived k_ins {k_ins:.4e} cm3/s")
print(f"derived k_ins {k_ins * const.N_A:.4e} cm3/(mol s)")
print(f"capture {capture(T):.4e} cm3/s; survival {survival:.4e}")
print("T(K) p(Torr) k_dec(1/s) K_c(cm^-3) k_ins derived, direct(cm3/s)")
for r in rows:
    print(f"{r[0]:.0f} {r[1]:.0f} {r[2]:.4e} {r[3]:.4e} "
          f"{r[4]:.4e} {r[5]:.4e}")
print(f"high-pressure k_dec {k_dec_high:.4e} 1/s")
print(f"error factor, high-pressure k_dec used: {k_dec_high / k_dec:.2f}")
print(f"error factor in k_ins, K0(1 bar) with p0 = 1 atm: {BAR / ATM:.5f}")
print(f"error factor in k_ins, 298.15 K in conversion: {298.15 / T:.4f}")
print(f"error factor, internal energy at {T_HOT:.0f} K: {hot_ratio:.2f}")
print(f"0.1 Torr silane: equilibrium decomposed fraction {extent:.5f}")
print(f"flux ratio there, decomposition/insertion {flux_dec / flux_ins:.5f}")
print(f"activation energy of decomposition {e_dec:.4f} eV")
print(f"insertion: derived {e_ins:.4f} eV, direct {e_ins_direct:.4f} eV")
print(f"silylene lifetime in 0.1 Torr H2 {1e3 / (k_ins * h2_density):.4f} ms")
print(f"slow-mode fractional correction {correction:.2e}")
print(f"reaction energy error {ENERGY_ERROR} eV: k_ins factor "
      f"{np.exp(ENERGY_ERROR / KT_EV):.3f}")
print(f"SiH4 anharmonicity {ANHARMONIC}: its q factor {anharmonic_ratio:.4f}")
print(f"H2 quantum/classical rotation {h2_ratio:.4f}")
print(f"triplet SiH2 at {TRIPLET_GAP} eV: relative weight "
      f"{3 * np.exp(-TRIPLET_GAP / KT_EV):.2e}")
print(f"tunnelling, {IMAGINARY:.0f}i cm^-1: both rates factor "
      f"{1 + (IMAGINARY / (KB * T)) ** 2 / 24:.4f}")
print("no test failed")
```

Printed output:

```
temperature 900 K; total pressure 1 Torr
SiH4: mass 32.116 u, symmetry number 12
  vibrations [2200, 2200, 2200, 2200, 1000, 1000, 900, 900, 900] cm^-1
  rotational constants [2.9, 2.9, 2.9] cm^-1
SiH2: mass 30.1 u, symmetry number 2
  vibrations [2000, 2000, 1000] cm^-1
  rotational constants [8.0, 7.0, 3.7] cm^-1
H2: mass 2.016 u, symmetry number 2
  vibrations [4200] cm^-1
  rotational constants [60.0] cm^-1
saddle: mass 32.116 u, symmetry number 1
  vibrations [2000, 2000, 1000, 2500, 300, 400, 500, 600] cm^-1
  rotational constants [3.0, 2.0, 2.0] cm^-1
reaction energy at 0 K 2.405 eV
insertion barrier 0.050 eV
grain 100 cm^-1; grid top 40000 cm^-1
downward-step decay energy 300 cm^-1
deactivating collision constant 3.0e-10 cm3/s
bath density 1.0729e+16 cm^-3; kB*T 0.07756 eV
reaction enthalpy 2.5296 eV; energy 2.4520 eV
reaction entropy at 1 bar 17.2105 kB
reaction Gibbs energy at 1 bar 1.1948 eV
p0 = 1 bar: K0 2.03843e-07 (no unit), p0/(kB*T) 8.04775e+18 cm^-3
p0 = 1 atm: K0 2.01178e-07 (no unit), p0/(kB*T) 8.15438e+18 cm^-3
p0 = 1 Torr: K0 1.52895e-04 (no unit), p0/(kB*T) 1.07294e+16 cm^-3
K_c 1.64048e+12 cm^-3
k_dec 4.9470e-03 1/s; derived k_ins 3.0156e-15 cm3/s
derived k_ins 1.8160e+09 cm3/(mol s)
capture 1.9933e-11 cm3/s; survival 1.5096e-04
T(K) p(Torr) k_dec(1/s) K_c(cm^-3) k_ins derived, direct(cm3/s)
900 1 4.9470e-03 1.6405e+12 3.0156e-15 3.0092e-15
900 100 2.6045e-01 1.6405e+12 1.5876e-13 1.5843e-13
900 10000 5.1852e+00 1.6405e+12 3.1608e-12 3.1541e-12
800 1 1.7290e-04 3.1217e+10 5.5389e-15 5.5240e-15
1000 1 6.4953e-02 3.8416e+13 1.6908e-15 1.6878e-15
high-pressure k_dec 3.2770e+01 1/s
error factor, high-pressure k_dec used: 6624.15
error factor in k_ins, K0(1 bar) with p0 = 1 atm: 0.98692
error factor in k_ins, 298.15 K in conversion: 0.3313
error factor, internal energy at 1000 K: 15.92
0.1 Torr silane: equilibrium decomposed fraction 0.03834
flux ratio there, decomposition/insertion 1.00213
activation energy of decomposition 2.1113 eV
insertion: derived -0.3407 eV, direct -0.3407 eV
silylene lifetime in 0.1 Torr H2 309.0650 ms
slow-mode fractional correction 1.57e-08
reaction energy error 0.05 eV: k_ins factor 1.905
SiH4 anharmonicity 0.01: its q factor 1.0135
H2 quantum/classical rotation 1.0326
triplet SiH2 at 0.9 eV: relative weight 2.74e-05
tunnelling, 500i cm^-1: both rates factor 1.0266
no test failed
```
